# Mobility limited by a remote dopant plane under strong screening, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one dopant to the mobility law

### 1. What dimensions fix

A sheet of electrons, with density \(n\) per area, lies at distance \(d\) from a parallel plane holding \(n_i\) charged dopants per area. The dopants deflect the electrons and so limit the mobility \(\mu\). Atomic units are used in the algebra: \(\hbar=e=m_e=4\pi\varepsilon_0=1\). The electrons have isotropic mass \(m\), and \(g\) is the number of equivalent spin and valley states. Scattering between valleys is left out.

At low temperature the current is carried by electrons at the Fermi wavevector \(k_F\). The filled disc contains \(n=g\,\pi k_F^2/(2\pi)^2\) electrons per area, so

\[
k_F^2=\frac{4\pi n}{g}.
\]

Suppose that the dopants sit at independent random positions, so that their scattering rates add. With \(v=k_F/m\) the speed and \(\sigma\) the transport cross-section of one dopant, which is a length in two dimensions, the momentum-relaxation rate is \(1/\tau=n_i v\sigma\). Since \(\mu=\tau/m\),

\[
\mu=\frac{1}{n_i k_F\sigma}.
\]

The explicit mass has cancelled. The product \(k_F\sigma\) is a pure number. If \(k_F\) and \(d\) are the only lengths in the scattering problem, it can depend only on their product:

\[
\mu=\frac{1}{n_i}\,\Phi(k_Fd).
\]

In SI units the right side carries a factor \(e/\hbar\). If \(\Phi\) is a cube, then \(\mu\propto k_F^3d^3/n_i\propto n^{3/2}d^3/n_i\), so one power fixes both exponents. Two things remain to be shown: that screening removes every other length, and that the power is three.

### 2. Simplest case: the sheet as a metal

Take one dopant of charge \(+1\) at height \(z=d\) above the electron sheet at \(z=0\), in a medium of uniform dielectric constant \(\kappa\). Let the sheet first behave as a perfect metal. For \(z>0\) its effect is that of an image charge \(-1\) at \(z=-d\):

\[
\phi=\frac1\kappa\left[\frac{1}{\sqrt{r^2+(z-d)^2}}-\frac{1}{\sqrt{r^2+(z+d)^2}}\right],
\]

where \(r\) is the in-plane distance from the point below the dopant. This vanishes at \(z=0\), and for \(z<0\) the potential is zero. Just above the sheet each term contributes \(d/(r^2+d^2)^{3/2}\) to \(\kappa\,\partial\phi/\partial z\), so

\[
E_z(0^+)=-\frac{2d}{\kappa(r^2+d^2)^{3/2}},\qquad E_z(0^-)=0 .
\]

Gauss's law sets the surface charge equal to \(\kappa[E_z(0^+)-E_z(0^-)]/4\pi\). This is negative, which means an excess number density of electrons

\[
\nu(r)=\frac{d}{2\pi(r^2+d^2)^{3/2}} .
\]

The dielectric constant has dropped out. The integral of \(\nu\) over the plane is one: the sheet gathers one electron to neutralize the dopant.

A real electron gas needs a small remaining potential energy \(V(r)\) to hold this excess. If \(V\) varies slowly, the local Fermi disc satisfies \(k^2/2m=E_F-V\), and the local density is

\[
\frac{g k^2}{4\pi}=\frac{gm}{2\pi}(E_F-V).
\]

The excess is therefore \(\nu=-(gm/2\pi)V\), and

\[
V(r)=-\frac{2\pi}{gm}\nu(r)=-\frac{d}{gm\,(r^2+d^2)^{3/2}} .
\]

The sign is attractive, as it must be for a positive dopant. In the Schrödinger equation the potential enters as \(2mV\), from which the mass has disappeared. Only \(k_F\) and \(d\) remain, as the dimensional argument required.

The picture is consistent if this remaining potential is much smaller than the unscreened one, \(-1/\kappa d\) at \(r=0\). Their ratio is

\[
\frac{1/(gmd^2)}{1/(\kappa d)}=\frac{\kappa}{gmd}=\frac{1}{q_{TF}d},\qquad q_{TF}\equiv\frac{gm}{\kappa}.
\]

Here \(q_{TF}\) is the Thomas-Fermi screening wavevector. Strong screening thus means \(q_{TF}d\gg1\).

### 3. The sideways kick

Let an electron pass along \(x\) at sideways distance \(y\) from the point below the dopant. For a weak potential its path is nearly straight and \(dt=(m/k_F)\,dx\). The transverse momentum gained is

\[
\Delta p=-\frac{m}{k_F}\frac{\partial}{\partial y}\int_{-\infty}^{\infty}V\,dx .
\]

With \(\int dx/(x^2+s^2)^{3/2}=2/s^2\) and \(s^2=y^2+d^2\),

\[
\int V\,dx=-\frac{2d}{gm(y^2+d^2)},\qquad
\Delta p=-\frac{4dy}{gk_F(y^2+d^2)^2}.
\]

For positive \(y\) the kick is negative, towards the dopant. The deflection angle is \(\theta=\Delta p/k_F\). The transport cross-section weights each path by the fraction of forward momentum lost, \(1-\cos\theta\approx\theta^2/2\):

\[
\sigma=\frac12\int_{-\infty}^{\infty}\theta^2dy
=\frac{8d^2}{g^2k_F^4}\int_{-\infty}^{\infty}\frac{y^2\,dy}{(y^2+d^2)^4}.
\]

Put \(y=d\tan\alpha\). The integral becomes \(d^{-5}\int\sin^2\alpha\cos^4\alpha\,d\alpha\) between \(\pm\pi/2\). Since

\[
\sin^2\alpha\cos^4\alpha=\tfrac18\sin^22\alpha\,(1+\cos2\alpha),
\]

and the second term integrates to zero, the angular integral is \(\tfrac18\cdot\tfrac{\pi}{2}=\pi/16\). Hence

\[
\sigma=\frac{\pi}{2g^2k_F^4d^3},\qquad
\mu=\frac{1}{n_ik_F\sigma}=\frac{2g^2(k_Fd)^3}{\pi n_i}.
\]

Inserting \(k_F^3=8\pi^{3/2}n^{3/2}/g^{3/2}\) gives the law:

\[
\boxed{\;\mu=16\sqrt{\pi g}\;\frac{n^{3/2}d^3}{n_i}\;}
\]

For \(g=2\) this is \(\mu=8(k_Fd)^3/(\pi n_i)\). The distance power can be read from the kick. The angle scales as \(1/(k_Fd)^2\), its square as \(1/(k_Fd)^4\), and the strip of affected paths has width of order \(d\). Together they give \(k_F\sigma\propto(k_Fd)^{-3}\).

One point needs care. The phase that the potential imprints on a wave is \(\chi(y)=-(m/k_F)\int V\,dx\), at most \(2/(gk_Fd)\). It is small, so a single kick is lost within the diffraction spread, and the electron has no classical orbit in this problem. The average survives because a wave \(e^{i\chi(y)}\) has transverse momentum squared \(\int|\partial_ye^{i\chi}|^2dy=\int(\chi')^2dy\), and \(\chi'=\Delta p\). The wave calculation below confirms this and extends to other cases.

### 4. The same problem in wavevectors

The in-plane Fourier component of the bare potential obeys

\[
\left(\frac{d^2}{dz^2}-q^2\right)\phi_q=-\frac{4\pi}{\kappa}\delta(z-d).
\]

The decaying solution is \(Ae^{-q|z-d|}\). Its slope jumps by \(-2qA\), so \(A=2\pi/(\kappa q)\). At the sheet,

\[
\phi_q=\frac{2\pi}{\kappa q}e^{-qd}.
\]

Distance acts as a filter that removes wavevectors above about \(1/d\). The image density is \(\nu=-(1/2\pi)\,\partial_d(r^2+d^2)^{-1/2}\), so its transform is \(-(1/2\pi)\,\partial_d(2\pi e^{-qd}/q)=e^{-qd}\). The strongly screened potential is therefore

\[
V_q=-\frac{2\pi}{gm}e^{-qd}.
\]

This used the response of the gas to a slowly varying potential. The response at finite \(q\) follows from first-order perturbation theory. Write \(\delta n_q=-\Pi V_q\), and let \(f\) be the zero-temperature occupation. With the states centred at \(\mathbf k\mp\mathbf q/2\), whose energies differ by \(k_xq/m\),

\[
\Pi=\frac{gm}{4\pi^2q}\int d^2k\,\frac{f(\mathbf k-\mathbf q/2)-f(\mathbf k+\mathbf q/2)}{k_x}.
\]

The numerator vanishes at \(k_x=0\), so a symmetric cut around that line changes nothing and the two terms may be treated separately as principal values. Reversing \(\mathbf k\) shows that they are equal. Shifting the origin by \(\mathbf q/2\) and setting \(a=q/2\),

\[
\Pi=\frac{gm}{2\pi^2q}\int_0^{k_F}p\,dp\;\mathrm{P}\!\!\int_0^{2\pi}\frac{d\varphi}{a+p\cos\varphi}.
\]

With \(t=\tan(\varphi/2)\) the angular integral is \(\int_{-\infty}^{\infty}2\,dt/[(a+p)+(a-p)t^2]\). For \(p<a\) it equals \(2\pi/\sqrt{a^2-p^2}\). For \(p>a\) its antiderivative is proportional to \(\ln|(t-c)/(t+c)|\) with \(c^2=(p+a)/(p-a)\). This vanishes at both ends and its divergences cancel in the principal value, so the integral is zero. For \(q\le2k_F\) the radial integral thus stops at \(p=a\):

\[
\int_0^a\frac{2\pi p\,dp}{\sqrt{a^2-p^2}}=2\pi a=\pi q,\qquad \Pi=\frac{gm}{2\pi}.
\]

The slow-potential response holds up to \(2k_F\), the largest wavevector transfer in elastic scattering on the Fermi circle. Beyond it the radial integral stops at \(k_F\), and \(\Pi\) falls by the factor \(1-\sqrt{1-4k_F^2/q^2}\). Direct quadrature of the occupation difference gives 0.2546 at \(q=3k_F\), in agreement.

### 5. Relaxation rate from the wave calculation

For \(N=n_iA\) dopants in area \(A\), the squared matrix element contains \(|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2\). Its average for independent positions is \(N\) when \(\mathbf q\neq0\). The golden rule, with \(\sum_{\mathbf k'}\to A\int d^2k'/(2\pi)^2\) and \(k'dk'=m\,dE'\), gives the rate into angle \(d\theta\):

\[
W(\theta)\,d\theta=\frac{n_im}{2\pi}|V_q|^2d\theta .
\]

Let a force \(F\) act along \(x\), and let \(f_0(E)\) be the equilibrium occupation. In the steady state

\[
Fv\cos\varphi\,f_0'=\int_{-\pi}^{\pi}W(\theta)\,[\delta f(\varphi+\theta)-\delta f(\varphi)]\,d\theta .
\]

Try \(\delta f=-f_0'Fv\tau\cos\varphi\). In the expansion of \(\cos(\varphi+\theta)\) the sine term is odd in \(\theta\) and integrates to zero. The right side becomes \(f_0'Fv\tau\cos\varphi\int W(1-\cos\theta)d\theta\), so

\[
\frac1\tau=\frac{n_im}{\pi}\int_0^\pi|V_q|^2(1-\cos\theta)\,d\theta .
\]

This \(\delta f\) is a shift of the Fermi disc by \(F\tau\), a drift velocity \(F\tau/m\), which confirms \(\mu=\tau/m\). As a test, the collision integral was written as a matrix on 800 angles and solved for the strongly screened potential at \(k_Fd=5\). The ratio of its relaxation time to the formula was 1.000000.

Now \(q=2k_F\sin(\theta/2)\), so \(1-\cos\theta=q^2/2k_F^2\) and \(d\theta=dq/(k_F\sqrt{1-q^2/4k_F^2})\):

\[
\frac1\tau=\frac{n_im}{2\pi k_F^3}\int_0^{2k_F}\frac{|V_q|^2q^2\,dq}{\sqrt{1-q^2/4k_F^2}} .
\]

When \(k_Fd\gg1\), the exponential cuts the integral off far below \(2k_F\). The root may be set to one and the upper limit to infinity. With \(\int_0^\infty q^2e^{-2qd}dq=2/(2d)^3=1/(4d^3)\),

\[
\frac1\tau=\frac{n_im}{2\pi k_F^3}\cdot\frac{4\pi^2}{g^2m^2}\cdot\frac1{4d^3}
=\frac{\pi n_i}{2g^2mk_F^3d^3}.
\]

This equals \(n_iv\sigma\) with the cross-section of section 3, so the two routes agree.
## Second half: finite screening, real layers and the limits of the law

The symbols are as before: density \(n\), dopant density \(n_i\), distance \(d\), mass \(m\), degeneracy \(g\), dielectric constant \(\kappa\), and \(k_F^2=4\pi n/g\). The first half gave the response \(\Pi=gm/2\pi\) for \(q\le2k_F\), the rate integral over \(|V_q|^2q^2\), and the limiting law

\[
\mu=\frac{2g^2(k_Fd)^3}{\pi n_i}=16\sqrt{\pi g}\,\frac{n^{3/2}d^3}{n_i}.
\]

### 6. Finite screening and the two conditions

The total potential energy is the bare one plus that of the induced electrons, \(\delta n_q=-\Pi V_q\):

\[
V_q=-\frac{2\pi e^{-qd}}{\kappa q}-\frac{2\pi}{\kappa q}\Pi V_q .
\]

Collecting \(V_q\) and using \(2\pi\Pi/\kappa=gm/\kappa=q_{TF}\),

\[
V_q=-\frac{2\pi e^{-qd}}{\kappa(q+q_{TF})}.
\]

For \(q\ll q_{TF}\) this returns the metal-sheet result. The wavevectors that matter follow from the weight \(q^2e^{-2qd}\), whose averages are

\[
\langle q\rangle=\frac{3!/(2d)^4}{2!/(2d)^3}=\frac{3}{2d},\qquad
\langle q^2\rangle=\frac{4!/(2d)^5}{2!/(2d)^3}=\frac{3}{d^2}.
\]

The law therefore needs \(k_Fd\gg1\) and \(q_{TF}d\gg1\). It does not need \(q_{TF}\gg2k_F\). Two tests with \(q_{TF}d=200\) separate these statements:

- With \(q_{TF}\) only 0.1 of \(2k_F\), and \(k_Fd=1000\), the full integral gives 1.015 times the law.
- With \(q_{TF}\) equal to 1000 times \(2k_F\), but \(k_Fd=0.1\), it gives 56 times the law.

In the second case all angles contribute. Ignoring the exponential and putting \(q=2k_F\sin t\), the rate integral is \(8k_F^3\int_0^{\pi/2}\sin^2t\,dt=2\pi k_F^3\) instead of \(1/(4d^3)\). The mobility then exceeds the law by about \(1/(8\pi k_F^3d^3)\approx40\), and the neglected exponential raises it further. These are Born values. At \(k_Fd=0.1\) the phase estimate \(2/(gk_Fd)\) of section 3 is 10, so the Born approximation itself fails, and the factor 56 shows only that the law does not hold there.

If \(k_Fd\gg1\) but \(q_{TF}d\ll1\), the factor \(q^2\) is cancelled by the unscreened \(1/q^2\). The integral is \(\int_0^\infty e^{-2qd}dq=1/(2d)\), and

\[
\mu\to\frac{\kappa^2k_F^3d}{\pi n_im^2}.
\]

The density exponent remains \(3/2\), while the distance exponent falls to one. At \(q_{TF}d=0.001\) the computed distance exponent is 1.017. The cube of the distance is thus the mark of strong screening, while \(n^{3/2}\) comes from small-angle scattering.

### 7. The first corrections

For \(q\ll q_{TF}\), \(1/(1+q/q_{TF})\approx e^{-q/q_{TF}}\) to first order in \(q/q_{TF}\). This multiplies \(e^{-qd}\), so finite screening acts as an added distance:

\[
d\;\to\;d+\frac1{q_{TF}} .
\]

The angular root adds a correction of second order in \(1/(k_Fd)\). Expanding it as \(1+q^2/8k_F^2\) multiplies the rate by \(1+3/(8k_F^2d^2)\).

For randomly placed dopants, the mobility follows \(\mu\propto n^{3/2}d^3/n_i\) when \(k_Fd\gg1\) and \(q_{TF}d\gg1\), and the first corrections to this law are known. What remains is to test it on a worked example and to estimate the effects of layer thickness, other scattering and dopant charges that are not random.
